# Double-Layer Pressure Between Plates of Fixed Unequal Charge

## The decision at stake

A calculation of particle deposition during wafer rinsing adds a double-layer force to a van der Waals force. If particle and wafer carry opposite charges, one must decide which sign the double-layer term has near contact. Attraction seems the obvious choice. For surfaces that keep their charge, it is wrong at short separation whenever the two charges differ in magnitude: the double-layer term then opposes approach. For moderate charges that differ by a factor of a few, the sign changes at a separation of the order of the screening length. The choice can then decide whether the calculation shows a barrier to deposition.

## Model and conventions

Two flat plates bound a liquid of permittivity $\varepsilon$ in $0<x<h$. The inner faces carry fixed charges per area $s_1$ at $x=0$ and $s_2$ at $x=h$. The liquid exchanges ions with a large reservoir holding $n_0$ cations and $n_0$ anions per volume, of charges $\pm ze$. The potential $\psi$ is zero in the reservoir. Ions are treated as points in a mean field.

The field inside the solids is neglected, which requires $\varepsilon_s|\Delta\psi|/d\ll |s_i|$ for a solid of permittivity $\varepsilon_s$ and thickness $d$ with a potential drop $\Delta\psi$ across it. The outer faces touch the reservoir. The pressure $P$ is the force per area between the plates in excess of the reservoir pressure; positive $P$ means repulsion.

## The field equation

In equilibrium the ion densities are $n_\pm=n_0e^{\mp ze\psi/kT}$, so the charge density is
$$\rho=ze(n_+-n_-)=-2zen_0\sinh\frac{ze\psi}{kT}.$$
Poisson's equation $\psi''=-\rho/\varepsilon$ becomes
$$\psi''=\frac{2zen_0}{\varepsilon}\sinh\frac{ze\psi}{kT}.$$
For $ze|\psi|\ll kT$ the sinh is replaced by its argument:
$$\psi''=\kappa^2\psi,\qquad \kappa^2=\frac{2n_0z^2e^2}{\varepsilon kT}.$$

Gauss's law supplies the boundary conditions. At the left plate all flux leaves towards $+x$, so $-\varepsilon\psi'(0)=s_1$. At the right plate it leaves towards $-x$, so $+\varepsilon\psi'(h)=s_2$.

Try $\psi=A\cosh\kappa(h-x)+B\cosh\kappa x$. Its slope is $-A\kappa\sinh\kappa(h-x)+B\kappa\sinh\kappa x$, and each end involves one constant. With $C=\cosh\kappa h$ and $S=\sinh\kappa h$, the conditions read $-A\kappa S=-s_1/\varepsilon$ and $B\kappa S=s_2/\varepsilon$. Hence
$$\psi(x)=\frac{s_1\cosh\kappa(h-x)+s_2\cosh\kappa x}{\varepsilon\kappa S}.$$

## The pressure

Fluid at rest balances its pressure gradient against the electric force, $dp/dx=-\rho\psi'$. Two uses of this relation are needed.

First, since $\rho$ depends on $\psi$ alone, integration from the reservoir gives
$$p-p_{\rm res}=-\int_0^\psi\rho\,d\psi=2n_0kT\left(\cosh\frac{ze\psi}{kT}-1\right).$$
Second, $-\rho\psi'=\varepsilon\psi''\psi'=(\varepsilon\psi'^2/2)'$, so
$$P=2n_0kT\left(\cosh\frac{ze\psi}{kT}-1\right)-\frac{\varepsilon}{2}\psi'^2$$
is the same at every $x$ in the gap. At the right plate the liquid pushes outwards with $p$, while the charge $s_2$ feels the mean of the fields on its two sides, $-s_2/(2\varepsilon)$, and is pulled inwards with $s_2^2/(2\varepsilon)=\varepsilon\psi'^2/2$. On the outer side the same constant has its reservoir value, because field and potential vanish far away. $P$ is therefore the net force per area.

For small potentials, $\cosh y-1\approx y^2/2$, and the first term becomes $n_0z^2e^2\psi^2/kT=\varepsilon\kappa^2\psi^2/2$. Thus
$$P=\frac{\varepsilon}{2}\left(\kappa^2\psi^2-\psi'^2\right),$$
an osmotic push minus a field tension. At $x=0$ we have $\kappa\psi(0)=(s_1C+s_2)/(\varepsilon S)$ and $\psi'(0)^2=s_1^2/\varepsilon^2$, so
$$P=\frac{(s_1C+s_2)^2-s_1^2S^2}{2\varepsilon S^2}.$$
Expanding the square and using $C^2-S^2=1$ gives
$$\boxed{P=\frac{s_1^2+s_2^2+2s_1s_2\cosh\kappa h}{2\varepsilon\sinh^2\kappa h}}$$

## The same result from the free energy

Raise both charges together from zero as $\lambda s_i$. In the linear theory the potentials are then $\lambda\psi_i$, and the reversible work per area is
$$F=\int_0^1\lambda\,(s_1\psi_1+s_2\psi_2)\,d\lambda=\frac{(s_1^2+s_2^2)C+2s_1s_2}{2\varepsilon\kappa S}.$$
Since $d(C/S)/dh=-\kappa/S^2$ and $d(1/S)/dh=-\kappa C/S^2$, the derivative $-dF/dh$ reproduces the boxed pressure, including its sign and factor.

## Where the sign changes

Let the charges have opposite signs and magnitudes $a>b>0$. The numerator is $a^2+b^2-2ab\cosh\kappa h$, which is positive when
$$\cosh\kappa h<\frac12\left(\frac ab+\frac ba\right)=\cosh\left(\ln\frac ab\right).$$
As cosh increases for positive argument, the plates repel for $h<h_0$ and attract for $h>h_0$, with
$$\kappa h_0=\ln\frac ab .$$

The limits are instructive.

- **Wide gap.** Here $C/S^2\to2e^{-\kappa h}$, so $P\approx 2s_1s_2e^{-\kappa h}/\varepsilon$. Opposite charges attract, as expected.
- **Narrow gap.** Here $C\to1$ and $S\to\kappa h$, so $P\approx(s_1+s_2)^2/(2\varepsilon\kappa^2h^2)$. The product of the charges no longer decides the sign.
- **Equal magnitudes.** With $a=b$, $P=-a^2/[\varepsilon(1+C)]$. This is attraction at every $h$, tending to $-a^2/(2\varepsilon)$ at contact.
- **One uncharged plate.** With $b=0$, $P=a^2/(2\varepsilon S^2)$, which is repulsion at every $h$.

The repulsion comes from neutrality. Integrating $\rho=-\varepsilon\psi''$ across the gap gives
$$\int_0^h\rho\,dx=-\varepsilon[\psi'(h)-\psi'(0)]=-(s_1+s_2).$$
The plates neutralise each other in part, but ions must balance the remainder. Those ions cannot leave, and their mean density grows as $1/h$. Their osmotic push grows without limit, while the field tension at a plate stays at $s_i^2/(2\varepsilon)$.

The same argument exposes a weakness. In the linear theory $\rho=-\varepsilon\kappa^2\psi$, so $\psi\approx(s_1+s_2)/(\varepsilon\kappa^2h)$ in a narrow gap. This exceeds $kT/ze$ when $h$ is small enough, and the linearisation fails just where the claim is made. The sign needs a proof from the full equation.

## Proof without linearisation

Use $y=ze\psi/kT$, $X=\kappa x$, $H=\kappa h$, and reduced charges $q_a=zea/(\varepsilon\kappa kT)$, $q_b=zeb/(\varepsilon\kappa kT)$. Place the stronger charge at $X=0$ and take it positive; reversing both signs changes nothing in $P$. With primes now meaning $d/dX$,
$$y''=\sinh y,\quad y'(0)=-q_a,\quad y'(H)=-q_b,$$
$$\frac{P}{2n_0kT}=\cosh y-1-\tfrac12y'^2 .$$

**The solution is unique.** If $d$ is the difference of two solutions $y_1,y_2$, then $d'=0$ at both ends. Multiplying $d''=\sinh y_1-\sinh y_2$ by $d$ and integrating by parts gives $-\int d'^2dX=\int d\,(\sinh y_1-\sinh y_2)\,dX$. The left side is not positive and the right side is not negative, so $d=0$. A small change $u$ of a solution obeys $u''=u\cosh y$, and the same argument excludes a non-zero $u$ with zero end slopes. The solution, and with it $P$, therefore varies continuously with $H$.

**There is one zero of $P$.** At $P=0$, $y'^2=2(\cosh y-1)=4\sinh^2(y/2)$. If $y$ vanished anywhere, $y'$ would vanish there too and $y$ would be zero throughout, so $y$ keeps one sign. As $y'$ starts negative and cannot vanish, $y$ falls. If $y<0$, $|y'|=2\sinh(|y|/2)$ would rise across the gap, contrary to $q_b<q_a$. So $y>0$ and $y'=-2\sinh(y/2)$, which is the profile of a single isolated plate. Since $d\ln\tanh(y/4)/dy=1/[2\sinh(y/2)]$, integration gives
$$H_0=\ln\frac{t_a}{t_b},\qquad t=\tanh\frac y4=\frac{q/2}{1+\sqrt{1+q^2/4}},$$
where $2\sinh(y/2)=q$ at each plate and $\tanh(u/2)=\sinh u/(1+\cosh u)$ were used. For small charges $t\to q/4$ and $H_0\to\ln(a/b)$. Because $t/q$ decreases with $q$, the full crossover lies at a smaller gap than the linear one.

**$P$ is positive at small $H$.** At an interior maximum of $|y'|$ we would need $y''=\sinh y=0$, hence $y=0$ and $y'''=y'\cosh y=y'$. But a maximum of $|y'|$ requires $y'y'''\le0$, so $y'=0$ as well, which would make $y$ zero throughout. Thus $|y'|$ is largest at an end, and $|y'|\le q_a$. Neutrality reads $\int_0^H\sinh y\,dX=q_a-q_b$, so at some point $\sinh y\ge(q_a-q_b)/H$. Since $\cosh y>\sinh y$,
$$\frac{P}{2n_0kT}>\frac{q_a-q_b}{H}-1-\frac{q_a^2}{2}.$$
The right side is positive for small $H$. Continuity and the single zero then give $P>0$ for all $H<H_0$.

**$P$ is negative beyond $H_0$.** Start at the weaker plate with $y=0$, $y'=-q_b$ and integrate towards the stronger one. Then $y'^2=q_b^2+4\sinh^2(y/2)$ grows until $|y'|=q_a$ at a finite distance. For that gap $P/(2n_0kT)=-q_b^2/2<0$, so it lies beyond $H_0$, and no further zero exists.

As $H\to0$ the potential varies by at most $q_aH$ across the gap, so $\sinh y\approx\cosh y\approx(q_a-q_b)/H$ everywhere. Restoring units,
$$P\to\frac{kT\,|s_1+s_2|}{ze\,h}.$$
This is the ideal-gas pressure of the trapped ions. The repulsion survives, but it grows as $1/h$ and not as the linear $1/h^2$.

## The strongest attraction

Evaluate $P$ at the weaker plate. The osmotic term is never negative and the tension there is $b^2/(2\varepsilon)$, so
$$P\ge-\frac{b^2}{2\varepsilon}$$
in both theories. Equality holds when the potential of the weaker plate vanishes. The construction above shows that the full equation reaches this state. In the linear theory the potential there is proportional to $a-bC$, so the gap follows from $\cosh\kappa h=a/b$. The larger charge affects where the strongest attraction occurs, not how large it is.

## From plates to a particle

The linear interaction energy is $W(h)=F(h)-F(\infty)$:
$$W=\frac{(a^2+b^2)(\coth\kappa h-1)-2ab/\sinh\kappa h}{2\varepsilon\kappa}.$$
At $h_0$, $e^{\kappa h_0}=a/b$ gives $\sinh\kappa h_0=(a^2-b^2)/2ab$ and $\coth\kappa h_0-1=2b^2/(a^2-b^2)$. The numerator is then $[2b^2(a^2+b^2)-4a^2b^2]/(a^2-b^2)=-2b^2$, so the minimum is $W(h_0)=-b^2/(\varepsilon\kappa)$.

For a sphere of radius $R$, let $G$ be the local gap at distance $r$ from the axis. From $r^2=R^2-(R-G+h)^2$ follows $r\,dr=(R-G+h)\,dG$. Summing the plate pressure over rings gives
$$F_{\rm s}=2\pi\int_h^{h+R}(R-G+h)\,P(G)\,dG\approx2\pi R\,W(h)$$
for $\kappa R\gg1$. The ring sum itself treats each ring as a piece of flat gap and omits lateral spreading of the field, an error that does not grow in proportion to $R$ but can be a large share of the force when $W$ is small. In this approximation the sphere's force changes sign where $W=0$. Multiplying $W=0$ by $\sinh\kappa h$ and using $C-S=e^{-\kappa h}$ gives $(a^2+b^2)e^{-\kappa h}=2ab$, or
$$\kappa h_W=\ln\frac{a^2+b^2}{2ab}.$$
This is smaller than $\kappa h_0$: the outer rings of the sphere still attract when its tip already repels.

## If the potentials are fixed instead

Hold the wall potentials at $\psi_1,\psi_2$. The linear solution is $\psi=[\psi_1\sinh\kappa(h-x)+\psi_2\sinh\kappa x]/S$, with $\psi'(0)=\kappa(\psi_2-\psi_1C)/S$. Then
$$P=\frac{\varepsilon\kappa^2}{2S^2}\left[\psi_1^2S^2-(\psi_2-\psi_1C)^2\right]=\frac{\varepsilon\kappa^2}{2S^2}\left[2\psi_1\psi_2C-\psi_1^2-\psi_2^2\right].$$
For opposite signs every term in the bracket is negative, and the plates attract at all $h$.

A surface whose charge responds to its potential can be modelled by $s_i=c_i-K_i\psi_i$ with $K_i\ge0$. Fixed charge is $K_i=0$; fixed potential is $K_i\to\infty$ at constant $c_i/K_i$. In a narrow gap $s_1+s_2\approx\varepsilon\kappa^2h\psi\to0$, so $\psi\to(c_1+c_2)/(K_1+K_2)$ stays finite. Any such response removes the divergent repulsion, and the sign at contact then depends on the constants.

## Worked example: a ceria particle and an oxide-coated wafer

Take a dilute, mildly acidic rinse after polishing: 1 mM monovalent salt at 298.15 K, wafer charge $-0.20$ uC/cm2, particle charge $+0.04$ uC/cm2. The screening length is 9.61 nm, the charge unit $\varepsilon\kappa kT/e$ is 0.1855 uC/cm2 and the pressure unit $2n_0kT$ is 4958 Pa. The reduced magnitudes are $q_a=0.20/0.1855=1.078$ and $q_b=0.216$.

The linear crossover is $h_0=9.61\ln5=15.5$ nm. In the full theory $t_a=0.252$ and $t_b=0.0537$, so $\kappa h_0=1.55$ and $h_0=14.9$ nm, about 4 % less. The strongest attraction is $4958\times0.2156^2/2\approx115$ Pa, at 22.0 nm (linear) or 21.5 nm (full). The linear energy minimum is $-2\times115.2\ {\rm Pa}\times9.61\ {\rm nm}=-2.2$ uJ/m2.

The table sets the double-layer pressures beside the van der Waals pressure $-A_H/(6\pi h^3)$, with a rough Hamaker constant $A_H=10^{-20}$ J and without retardation. The last column is full plus van der Waals. All pressures are in Pa.

| $h$ (nm) | linear | full | vdW | sum |
|---|---|---|---|---|
| 2 | 41400 | 15000 | −66300 | −51300 |
| 5 | 5700 | 3550 | −4240 | −690 |
| 8 | 1640 | 1190 | −1040 | 150 |
| 12 | 320 | 230 | −310 | −80 |
| 20 | −109 | −112 | −66 | −178 |

The linear formula locates the crossover well but overstates the repulsion at 2 nm by a factor of 2.8. The wafer potential there is −57 mV, more than twice $kT/e=25.7$ mV. Repulsion of the double layers does not mean repulsion in total: near contact $1/h^3$ outgrows $1/h$, and the sum is attractive. The small positive sum at 8 nm would vanish if $A_H$ were about 15 % larger.

For a sphere of radius 100 nm, the linear energy changes sign at 9.2 nm. At 5 nm, $2\pi RW$ gives a repulsion of 7.0 pN and the ring sum 7.1 pN, both in the linear theory, which overstates the repulsion at this gap, and without van der Waals attraction. Integrating the neglected term by parts shows that it adds about $-2\pi\int_h^\infty W\,dG$, which is positive here because the attractive well outweighs the repulsive part of $W$ beyond 5 nm. This small term is not the main correction at $\kappa R\approx10$. Solving the linear equation in the true sphere–plate geometry, with no field inside the particle, gives 4.9 pN at 5 nm and a sign change between 8 and 9.2 nm, so both flat-gap estimates are about 45 % too high.

The positive sum at 8 nm in the table belongs to flat plates and does not imply a barrier for this particle. With the ring sum of the full plate pressure, the double-layer repulsion on the sphere at 5 nm is only 4.6 pN, against a van der Waals attraction of 6.3 pN, and for the chosen $A_H$, without retardation, the net force is attractive at every gap. Within the ring sum, a Hamaker constant 27 % smaller would give a barrier; since the ring sum overstates the repulsion in the linear case, the true margin is probably wider. With the chosen $A_H$, the ring sum of the linear pressure shows a net repulsion between about 2.4 and 5.9 nm. This window is absent both when the full plate pressure is used and when the linear equation is solved in the true geometry, where the net force is attractive from 2 to 12 nm. A barrier for a sphere must therefore be judged from the sphere's own force, with the full equation and, at this $\kappa R$, with the curvature included.

## How far the real case departs

The charges are rough values for an oxide and for ceria not far below the pH at which it is uncharged; in alkaline liquids the oxide charge can be larger by an order of magnitude or more. Real surfaces do not keep their charge fixed, since their surface groups bind and release protons, and an oxide near its uncharged point responds strongly. For 1 to 5 sites per nm2 and an inner-layer capacitance of 0.5 to 1.5 F/m2, $K$ is roughly 5 to 17 times $\varepsilon\kappa$. With $K=5\varepsilon\kappa$ on the particle alone, the linear pressure is attractive at 2, 5, 8 and 12 nm (−1770 Pa at 8 nm). The fixed-charge table is thus a limiting case for ceria, not a prediction. At 8 nm, holding the isolated linear potentials (−27.7 and 5.5 mV) instead of the charges turns the linear pressure from +1640 to −5270 Pa. The uncertainty thus includes the sign. For flat slabs field leakage matters less: for ceria of relative permittivity 25 and thickness 200 nm, a first estimate at 8 nm is 6.6 % of the particle's charge, which lowers the full pressure from 1190 to 1110 Pa. This drop in pressure is still about half of the small positive sum in the table. For the sphere leakage is much stronger, because the field spreads sideways over far less than the diameter: with relative permittivity 25 the linear sphere–plate force at 5 nm falls from 4.9 to 2.7 pN, and its sign change moves to between 6 and 8 nm. Retardation, which is neglected here, weakens the van der Waals attraction at larger gaps and so favours a barrier. Below roughly 1 to 2 nm, ion size, hydration and roughness also enter, and none of them is included here.

A deposition estimate for such a pair should therefore be run with both fixed charge and fixed potential. The comparison should be made on the interaction energy, since the plate pressure of a regulating pair can fall slightly outside the two limits at some gaps. If the two runs disagree on whether a barrier exists, the charge response of the surfaces has to be known before the estimate can be used. The remaining values are in the numerical output below.

## Table of computed values

```
temperature 298.15 K, relative permittivity 78.4
salt 1.0 mM, kT/e = 25.69 mV
wafer charge -0.20 uC/cm2, particle 0.04 uC/cm2
screening length = 9.61 nm
charge unit eps*kappa*kT/e = 0.1855 uC/cm2
pressure unit 2*n0*kT = 4958 Pa
reduced charges: wafer -1.078, particle 0.216
isolated potentials, linear: -27.7, 5.5 mV
isolated potentials, full: -26.5, 5.5 mV
zero pressure, linear: kappa h = 1.6094, h = 15.47 nm
zero pressure, full: kappa h = 1.5465, h = 14.87 nm
strongest attraction = 115.2 Pa
  its gap, linear 22.04 nm, full 21.48 nm
energy minimum, linear = -2.216 uJ/m2
zero of energy, linear: h = 9.19 nm
pressures in Pa, positive = repulsion; gap h in nm
h | linear | full | fixed potential | van der Waals | full+vdW
2 | 41426.2 | 15027.9 | -95061.5 | -66314.6 | -51286.7
5 | 5695.2 | 3551.4 | -14565.7 | -4244.1 | -692.8
8 | 1637.9 | 1185.5 | -5267.8 | -1036.2 | 149.4
12 | 322.2 | 229.4 | -2023.0 | -307.0 | -77.6
20 | -108.8 | -112.1 | -494.6 | -66.3 | -178.4
30 | -78.9 | -75.5 | -125.8 | -19.6 | -95.1
wall potentials in mV, full equation: h in nm | wafer | particle
2 | -56.8 | -53.4
8 | -31.0 | -18.2
20 | -26.0 | -0.9
Hamaker constant (rough) = 1.0e-20 J
oxide: permittivity 3.9, 500 nm thick
ceria: permittivity 25, 200 nm thick
field leakage at 8 nm, share of own charge:
  wafer 0.02 %, particle 6.6 %
  full pressure 1186 Pa becomes 1110 Pa
sphere radius 100 nm, gap 5 nm, linear:
  force 2*pi*R*W = 6.98 pN
  force by ring sum = 7.14 pN
```
